Unfolding Silicon-Germanium Supercell Bands: Sum Rules, Moments and Errors

**Definitions and conventions**

The primitive cell R of the diamond lattice holds an atom A at R and an atom B at R + (a/4)(1,1,1). The lattice vectors are a₁ = (a/2)(0,1,1), a₂ = (a/2)(1,0,1) and a₃ = (a/2)(1,1,0). Each atom carries five orthonormal orbitals, s, pₓ, p_y, p_z and s*. The index α runs over the ten orbitals of a cell. Spin is left out, and ħ = 1 in the algebra.

A supercell contains N primitive cells and repeats periodically with translations S. Its states n have wave vector K and energies Eₙ. A primitive wave vector k folds to K if k − K is a reciprocal vector of the supercell. Modulo the primitive reciprocal lattice there are N such k. The basis states at fixed K are

|Rα⟩ = Σ_S exp(iK·S) |R+S, α⟩,

normalized per supercell. From them we form

|kα⟩ = N^(−1/2) Σ_R exp(ik·R) |Rα⟩,

Wₙ(k) = Σ_α |⟨kα|n⟩|²,

A(k,E) = Σₙ Wₙ(k) δ(E − Eₙ).

Because exp(ik·S) = exp(iK·S), it does not matter which periodic image of a cell is used in the sum over R. Wₙ(k) is the share of state n that has primitive wave vector k, and A(k,E) is the unfolded spectral function.

**The sum rules and what they can detect**

The overlap of two Bloch vectors is

⟨kα|k'β⟩ = δ_αβ (1/N) Σ_R exp[i(k'−k)·R] = δ_αβ δ_kk',

since k' − k is a supercell reciprocal vector and the geometric sum vanishes unless it is also a primitive one. There are 10N vectors |kα⟩ in a space of dimension 10N, so they are complete. Hence

Σ_k Wₙ(k) = ⟨n|n⟩ = 1.

The eigenvectors are complete too, so

Σₙ Wₙ(k) = Σ_α ⟨kα|kα⟩ = 10.

Neither derivation uses the Hamiltonian. Any complete orthonormal set of vectors satisfies both rules, even the eigenvectors of a wrongly assembled Hermitian matrix. The rules test only that the Fourier transformation is unitary and that the eigenvectors are orthonormal; the energy moments below test the Hamiltonian in part. They are necessary conditions only. A matrix in which every bond takes the occupation of the B atom in the A atom's own cell, instead of that of its true end, has the same first moment and the same averaged second moment as the correct one, yet different levels. With a non-orthogonal basis the overlap matrix would enter the weights, and the formulas would not apply as written.

**Exact recovery of the pure crystal**

In pure silicon H commutes with primitive translations. Therefore

⟨kα|H|k'β⟩ = δ_kk' H_αβ(k),

and the supercell matrix is a set of N separate 10×10 blocks. If P_g projects on all supercell states of one energy E_g, its weight at k is

W_g(k) = Σ_α ⟨kα|P_g|kα⟩ = number of bands with ε_b(k) = E_g.

This integer does not depend on the basis chosen inside the degenerate group. It follows that

A(k,E) = Σ_b δ(E − ε_b(k)).

A single eigenvector need not have weight 0 or 1. If two wave vectors k and k' share an energy, an eigenvalue solver may return any orthonormal mixture of the two Bloch states.

The rounding error behaves accordingly. Let δH be the backward error of the diagonalization. To first order the group projector changes by

δP_g = Σ_{n∈g, m∉g} [ |m⟩⟨m|δH|n⟩⟨n| + h.c. ] / (Eₙ − E_m).

The weight then changes by the trace of P_k δP_g, where P_k = Σ_α |kα⟩⟨kα|. In the pure crystal P_k commutes with H, so ⟨n|P_k|m⟩ = 0 between different energies and the first-order error vanishes. Inside the group no such protection exists, because δH selects the mixture however small it is. In an alloy P_k does not commute with H, and the weight of one state has a first-order error proportional to δH divided by the distance to its neighbours.

In a 4×4×4 silicon supercell at K = 0, the group weights differed from integers by at most 3.1×10⁻¹⁵. Yet 630 of the 640 eigenvectors had no weight above 0.99. That number equals 63×10, the number of states with k ≠ 0. On this mesh every nonzero k has symmetry-equivalent partners of the same energy, so mixing is allowed for all of them. A 3×2×1 cell at the generic K = (0.11, 0.07, −0.03), in fractions of the primitive reciprocal vectors, gave an error of 2.4×10⁻¹⁵.

**Reading bands from cumulative weight**

Define the cumulative weight

C_k(E) = Σ_{Eₙ ≤ E} Wₙ(k).

In the pure crystal it rises by one at each band. Band b is therefore the energy at which C_k passes b − 1/2, and mixing within a group cannot change it. At five points from Γ to X this reproduced all ten silicon bands to 1.2×10⁻¹⁴ eV.

In an alloy the same rule defines a median band energy. It is a convention, and it is biased where bands coincide. Two degenerate bands b and b+1 share a weight of two; the lower reading is taken after one half, which is one quarter of the pair's weight.

**The alloy Hamiltonian**

Let c_Rσ be 0 for silicon and 1 for germanium on sublattice σ. An on-site parameter is its silicon value plus c_Rσ times D, the germanium value minus the silicon value. A bond parameter is the mean of the values belonging to its two ends.

The four bonds from an A atom point along d = (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1), and lead to B atoms in the cells R + s_d with s_d = 0, −a₁, −a₂, −a₃. With i ≠ j labelling p orbitals, the hopping block t_d from A to B has the elements

t(s,s) = V_ss/4, t(i,i) = V_xx/4, t(i,j) = V_xy dᵢdⱼ/4,

t(s,i) = −t(i,s) = V_sp dᵢ/4,

t(s*,i) = −t(i,s*) = V_s*p dᵢ/4,

and the rest are zero. It is linear in the parameters, so t_d(D) denotes the block built from the differences, and

T_D(k) = Σ_d exp(ik·s_d) t_d(D).

**First moment: the virtual crystal**

Inserting the completeness of the eigenvectors gives

Σₙ Eₙ ⟨kα|n⟩⟨n|kβ⟩ = ⟨kα|H|kβ⟩.

The right side averages each kind of matrix element over the N cells. On-site terms on sublattice σ receive the mean occupation x_σ. For a bond,

(1/N) Σ_R ½(c_RA + c_{R+s_d,B}) = ½(x_A + x_B),

because shifting all cells by s_d merely reorders the sum. If x_A = x_B = x, every element is the one obtained with parameters interpolated to x. The matrix first moment is then the virtual-crystal Hamiltonian H_x(k) for each individual configuration, without a configuration average.

The equality depends on the linear rules and on balanced sublattices. Take x_A = 0.5 and x_B = 0, with mean 0.25. The s difference listed below is −1.2 eV, so the on-site s energy on either sublattice is wrong by 0.25×1.2 = 0.30 eV. The computed largest mismatch was 0.300 eV. In the balanced 128-atom alloy it was 7×10⁻¹⁵ eV.

The equality concerns a moment and does not make the alloy bands equal to virtual-crystal bands. The next moment measures the difference.

**Second moment: coupling between wave vectors**

Inserting the complete set |k'β⟩ between the two factors of H² gives

Σₙ Eₙ² Wₙ(k) = Σ_α ⟨kα|H²|kα⟩ = Tr H_x(k)² + M(k),

M(k) = Σ_{k'≠k} ‖H(k,k')‖²,

where ‖·‖² is the sum of squared moduli of the elements. M vanishes in a pure crystal.

To average M over balanced configurations, write ξ_Rσ = c_Rσ − x and

ξ_σ(q) = (1/N) Σ_R exp(−iq·R) ξ_Rσ.

For k' ≠ k the on-site elements are D_α ξ_σ(k−k'). The A–B block is

(1/N) Σ_R Σ_d exp(−ik·R) exp[ik'·(R+s_d)] t_d(D) ½(ξ_RA + ξ_{R+s_d,B}).

In the first term the sum over R gives ½ξ_A(k−k')T_D(k'). In the second, substitute R' = R + s_d. The phase becomes exp(ik·s_d) exp[−i(k−k')·R'], which gives ½ξ_B(k−k')T_D(k). Exchanging k and k' and taking the Hermitian conjugate gives the B–A block, ½ξ_A(k−k')T_D(k)† + ½ξ_B(k−k')T_D(k')†.

Now average. The two sublattices are filled independently and ξ has zero mean, so cross terms vanish. By Parseval's theorem,

Σ_q |ξ_σ(q)|² = (1/N) Σ_R ξ_Rσ² = x(1−x)² + (1−x)x² = x(1−x).

The q = 0 term is zero because the composition is fixed. All pairs of sites on a sublattice have the same correlation, so the other N − 1 terms have equal averages x(1−x)/(N−1). Each sublattice contributes ¼(‖T_D(k)‖² + ‖T_D(k')‖²) from its two hopping blocks. Summing over sublattices and over k' gives

⟨M(k)⟩ = x(1−x) { 2 Σ_α D_α² + ½[ ‖T_D(k)‖² + mean_{k'≠k} ‖T_D(k')‖² ] },

where α now runs over the five orbitals of one atom.

This was tested in a 2×2×2 cell at the generic K given above, with two germanium atoms on each sublattice. All 28×28 = 784 configurations were enumerated. Their mean and the formula both gave 0.988536 eV².

**Weak disorder and coupled valleys**

Let V = H − H_x. Its diagonal block at each k is zero, so a nondegenerate level has no first-order shift. Starting from state 0 at k, second-order perturbation theory gives the shift and the weight lost to other wave vectors:

ΔE = −Σ_m |V_m0|²/(E_m − E₀),

1 − W₀(k) = Σ_m |V_m0|²/(E_m − E₀)².

The second expression is the squared norm of the first-order admixture, all of which lies at other k. Both scale as the square of the silicon-germanium contrast. The expansion requires |V_m0| to be small compared with the level distances, so it fails for levels that nearly coincide.

The conduction valleys at +k and −k do coincide. If they fold to one K, the first-order problem is

( ε v ; v* ε ), v = ⟨+k|V|−k⟩,

with energies ε ± |v| and splitting 2|v|. Each eigenvector has weight ½ at each valley.

The equality of the two weights holds beyond first order when K and −K are equivalent. H is real in the orbital basis, so complex conjugation turns a state at K into one of the same energy at −K, which is again K. A nondegenerate state can then change by a phase at most, and conjugating ⟨kα|n⟩ gives Wₙ(k) = Wₙ(−k).

With the contrast reduced to 0.001 of its full value, the ratios of theory to diagonalization were 0.99996 for the shift of the lowest Γ state, 0.99999 for its lost weight and 0.99985 for the valley splitting.

**Worked example: a random Si₀.₇₅Ge₀.₂₅ supercell**

The cell has 4×4×4 primitive cells, with 128 atoms and 16 germanium atoms on each sublattice. Its edge is about 15.5 Å. The parameters are round numbers that place the model roughly in the regime of the two elements. In the order E_s, E_p, E_s*, V_ss, V_xx, V_xy, V_sp, V_s*p they are, in eV,

Si: −4.2, 1.7, 6.7, −8.3, 1.7, 4.6, 5.7, 5.4

Ge: −5.4, 2.1, 6.9, −6.8, 1.6, 4.9, 5.5, 5.2.

The germanium on-site values include a rough valence offset of 0.5 eV.

The disorder strength at Γ can be worked out by hand. The on-site sum is

Σ_α D_α² = 1.2² + 3×0.4² + 0.2² = 1.96 eV².

At Γ all phases are 1, and the sums of dᵢ and of dᵢdⱼ (i ≠ j) over the four bonds vanish, leaving

‖T_D(Γ)‖² = 1.5² + 3×0.1² = 2.28 eV².

The four s_d are distinct, so the mean over all 64 wave vectors is the sum of ‖t_d(D)‖² over the bonds:

¼[1.5² + 3×0.1² + 6×0.3² + 6×0.2² + 6×0.2²] = 0.825 eV².

Removing Γ leaves (64×0.825 − 2.28)/63 = 0.802 eV². Thus

⟨M(Γ)⟩ = 0.1875×[3.92 + ½(2.28 + 0.802)] = 1.024 eV².

The configuration studied has 0.996 eV², which is 2.7% below this average. The on-site part, 0.1875×3.92 = 0.735 eV², is the same for every balanced configuration, so the deviation comes from the hopping part. The rms coupling per orbital is √(0.9962/10) = 0.316 eV. This is not a linewidth, since it includes coupling to distant energies.

The band edges are affected far less. The virtual-crystal valence top is E_p − V_xx = 1.800 − 1.675 = 0.125 eV and is threefold degenerate. In the alloy it becomes three states at 0.1210, 0.1220 and 0.1253 eV, each with more than 99% of its weight at Γ. For the lowest Γ state at full contrast, second order predicts a shift of −7.4 meV, against −7.9 meV computed.

At 0.75 of the way from Γ to X along z the two valleys on that axis fold together. Their states lie at 1.1608 and 1.1736 eV and have weights of about 0.485 at each of +k and −k. Together they carry 0.971 of one band at each valley; the remaining 0.029 lies in other states. The splitting is 12.8 meV, while first order gives 10.2 meV, too small by 20% of the computed value. Both describe this periodic configuration and are not a bulk alloy property.

The median rule returns the upper valley state, 1.1736 eV, because the weight up to and including the lower one has not reached 4.5. The mean of the pair, 1.1672 eV, lies 14 meV below the virtual-crystal value of 1.1810 eV. Half the splitting lowers the edge by another 6 meV. With little change at the valence top, the distance from the valence top to the lower state of this pair is 1.036 eV, against a gap of 1.056 eV in the virtual crystal. The pairs on the x and y axes fold to other K and are split by 23 and 19 meV in this configuration. Their lower states lie at 1.1549 and 1.1574 eV, so the gap of the configuration, taken over all three pairs, is 1.030 eV.

At X the median conduction energy is 1.461 eV, against 1.558 eV in the virtual crystal. This should not be read as a shift of the band centre by 0.097 eV. At X the phases leave the nonzero couplings s–p_z, s*–p_z and pₓ–p_y between sublattices. The orbitals {s, s*, p_z} then form two identical sets, s and s* on one sublattice with p_z on the other, so this conduction level is doubly degenerate. The median rule therefore reads the lower quarter of the pair's weight. The pair's weight is spread over many supercell states. C_k passes 5 at 1.55 eV, and the weight between C_k = 4 and 6 has its centroid at 1.562 eV, so most of the difference is this bias.

**Size of the model errors**

Four random configurations at the same composition and cell size gave a mean gap to the z pair of 1.038 eV with a standard deviation of 0.002 eV. Four samples give only a rough spread. Sixteen configurations give 1.037 ± 0.004 eV for the z pair and 1.034 ± 0.003 eV for the lowest of the three pairs. Two 8×8×8 cells, in which all six valleys fold to K = 0, give 1.038 and 1.039 eV, so the gap is not converged in cell size to better than several meV.

Scaling each hopping by (natural bond length/common bond length)², with all atoms kept on ideal sites, raised the gap to the z pair by 0.003 eV, but changed the gap to the x pair, which is the lowest, by only 0.0001 eV. Over four configurations the change of the lowest gap lies between −0.002 and +0.002 eV. Spin-orbit coupling, with rough splittings of 0.04 eV for silicon and 0.30 eV for germanium, raises the virtual-crystal valence top by 0.035 eV and the valence top of this configuration by 0.034 eV. A rough thermal narrowing at 300 K is 0.050 eV. If these effects add and spin-orbit coupling leaves the conduction edge in place, the gap becomes

1.030 + 0.000 − 0.034 − 0.050 ≈ 0.95 eV.

The spin-orbit and thermal terms each exceed the 0.02 to 0.03 eV effect of disorder on the gap, while the bond-length term is smaller than it. All three exceed the rounding errors by many orders of magnitude.

Relaxed layers of this composition have a gap of roughly 1.0 eV at room temperature, so the model is in the right range. The subtraction treats the round parameters as those of a crystal at zero temperature without spin-orbit coupling; applied to the model's silicon gap of 1.133 eV it gives about 1.07 eV, against about 1.12 eV measured, so agreement to better than about 0.05 eV should not be expected. Its valleys are less satisfactory. The minimum lies at 0.73 of the way from Γ to X in silicon and at 0.75 in the virtual crystal, where real silicon has it near 0.85, so the folding of +k and −k at 0.75 in a 4×4×4 cell, next to the virtual-crystal minimum at 0.748 and only 0.03 meV above it, is a feature of this model. The virtual-crystal valley has a longitudinal mass of 0.77 and a transverse mass of 1.6 electron masses, where silicon-like valleys have roughly 0.9 and 0.2. The transverse value is about eight times too large, so the model should not be used for mobility or for subband energies that depend on this mass. A layer grown on silicon without relaxing is compressed in its plane by about 1%, which breaks the assumption of a relaxed cubic lattice and lowers the gap by roughly a further 0.1 eV. The unfolding identities survive such a uniform strain, provided that k and the bond parameters are those of the strained primitive lattice. The numerical output below lists the computed values for the 4×4×4 cell; the alloy gaps printed there refer to the z pair of valleys only.

Values computed for the example and the checks

```
parameters (eV): Es Ep Es* Vss Vxx Vxy Vsp Vs*p
  Si: -4.2 1.7 6.7 -8.3 1.7 4.6 5.7 5.4
  Ge, offset included: -5.4 2.1 6.9 -6.8 1.6 4.9 5.5 5.2
Ge valence offset 0.5 eV; Ge fraction 0.25
rough lattice constants Si 5.43, Ge 5.66, alloy 5.4875 angstrom
cells 64, atoms 128, Ge atoms 32, orbitals 640
supercell edge 15.52 angstrom = 1.552 nm
pure Si group-weight error: K=0 3.1e-15, generic K 2.4e-15
pure Si eigenvectors at K=0 with no weight above 0.99: 630 of 640
pure Si largest unfolded band error 1.2e-14 eV
alloy sum-rule errors: per state 4.2e-15, per k 3.6e-15
first-moment matrix error 7.1e-15 eV
first-moment mismatch, unequal sublattices 0.300 eV
second-moment identity error 1.9e-13 eV^2
8-cell mean excess, 784 configurations 0.988536 eV^2
8-cell mean excess, closed formula 0.988536 eV^2
alloy Gamma excess 0.9962, ensemble formula 1.0239 eV^2
alloy Gamma rms disorder width per orbital 0.3156 eV
bands 4 and 5 from Gamma (t=0) to X (t=1), eV:
   t    Si4     Si5   alloy4  alloy5   VCA4    VCA5
 0.00  0.0000  3.4000  0.1253  3.4682  0.1250  3.4250
 0.25 -0.6591  2.5670 -0.5478  2.6379 -0.5655  2.6486
 0.50 -1.7677  1.5015 -1.6890  1.5718 -1.7115  1.5814
 0.75 -2.5994  1.1356 -2.5652  1.1736 -2.5664  1.1810
 1.00 -2.9000  1.5948 -2.8710  1.4610 -2.8750  1.5575
alloy valence state 254: E 0.1210 eV, W(Gamma) 0.9957
alloy valence state 255: E 0.1220 eV, W(Gamma) 0.9953
alloy valence state 256: E 0.1253 eV, W(Gamma) 0.9945
alloy valley state 1: E 1.1608 eV, W(+k) 0.4853, W(-k) 0.4853
alloy valley state 2: E 1.1736 eV, W(+k) 0.4858, W(-k) 0.4858
valley splitting 12.83 meV, first order 10.20 meV
weak contrast 0.001: ratios theory/computed shift 0.99996, loss 0.99999, splitting 0.99985
lowest Gamma state shift -0.0079 eV, second order -0.0074 eV
lowest Gamma state weight lost 0.0012, second order 0.0011
Si valley minimum t 0.7314, gap 1.1332 eV
VCA valley minimum t 0.7480, gap 1.0560 eV
VCA conduction energy at L above valence top 2.0352 eV
VCA valley masses: longitudinal 0.772, transverse 1.619 electron masses
alloy sampled gap 1.0356 eV (top 0.1253, bottom 1.1608 eV)
gap over 4 configurations: mean 1.0384, standard deviation 0.0023 eV
neglected bond-length scaling changes gap by 0.0030 eV
rough spin-orbit splittings Si 0.04, Ge 0.30, mean 0.105 eV
neglected spin-orbit raises valence top by 0.0350 eV
rough thermal gap narrowing at 300 K 0.050 eV; kT 0.0259 eV
```
